The Shuttleworth relation: surface stress and surface energy from strained slabs

Q: A surface costs energy per area, and energy per area has the same unit as force per length. For a soap film the two are one number. Why should a solid need two?

A: Because a solid's area can grow in two ways. You can cleave it, which brings new atoms to the surface, or you can stretch it, which spreads the surface atoms already there. These are different processes and can cost different work. To compare them we need an energy that belongs to the surface alone.

Take a slab of one element at zero temperature, with N atoms and two equivalent faces, each of area A. Strain it in its plane by a symmetric tensor ε, let all atomic positions relax, and apply no force normal to the faces. Let E_slab(ε) be its energy, and e_b(ε) the energy per atom of the infinite crystal under the same in-plane strain and zero normal stress. The excess energy of one face, and that excess per current area, are

G(ε) = [E_slab(ε) − N e_b(ε)]/2,

γ(ε) = G(ε)/A(ε).

Q: Why strain the bulk reference too? I would subtract the energy of the unstrained crystal once and for all.

A: Then the elastic energy of the interior would stay in G. It grows in proportion to the slab thickness, so γ would not be a surface property. With the strained reference it cancels, and for a thick slab γ depends on the face and the strain only.

Q: And in what sense is γ the reversible work of forming a surface?

A: Hold the strain fixed and pull a block of the crystal apart across a plane. The energy rises from N e_b to E_slab, and this rise is 2Aγ by definition. If the halves are separated rigidly, the work per area is the integral of the traction over the opening. The new faces then relax and give some energy back. Energy is a function of state, so the sum does not depend on the route.

Q: I want to see that with numbers.

A: Let us use a model small enough to follow by hand: a second-moment tight-binding model of an fcc metal. Atom i has the energy

E_i = Σ_j A_r exp[−P(r_ij/R₀ − 1)] − √ρ_i,

ρ_i = Σ_j ξ² exp[−2Q(r_ij/R₀ − 1)].

The first term is repulsion. The second is the band energy, which grows as the square root of the number of neighbours. The sums run over nearest neighbours, at distance R₀ = a/√2 in the unstrained crystal. I choose a = 0.405 nm, a cohesive energy of 3.4 eV per atom, P = 8.6 and Q = 2.5, which are round values in the rough regime of aluminium.

The bulk atom has 12 neighbours. Its energy must be −3.4 eV, and its derivative with respect to r must vanish:

12A_r − √12 ξ = −3.4 eV,

12A_r P = √12 ξ Q.

The second equation gives 12A_r = √12 ξ Q/P. Put into the first, it gives √12 ξ = 3.4 eV × 8.6/(8.6 − 2.5) = 4.793 eV. Hence ξ = 1.3837 eV and A_r = 0.1161 eV.

Now cut along (001). Each surface atom keeps 8 neighbours, and every deeper atom keeps all 12. Before relaxation the excess per surface atom is

(8A_r − √8 ξ) − (12A_r − √12 ξ) = ξ(√12 − √8) − 4A_r = 0.415 eV.

The area per surface atom is a²/2 = 0.08201 nm², so the unrelaxed surface energy is 0.811 J/m². Integrating the traction during rigid separation gives 1.622 J/m², which is twice this value, as two faces require. Relaxation pulls the top layer inward, shrinking the first interlayer gap by 4.6 %, and lowers the surface energy to γ = 0.790 J/m² (4.93 eV/nm²). The reversible work of forming the two faces is therefore 1.580 J/m².

Q: Good. That is cleaving. Now stretch.

A: Write the excess as a number n of surface cells, each of area a_c(ε):

A = n a_c,  G = n a_c γ.

Change both n and ε. The product rule gives

dG = γ a_c dn + n d(a_c γ).

The first term adds surface cells at fixed strain: formation, at a price γ per area. The second stretches a fixed number of cells. Define the surface stress f_ij as the work per current area for stretching:

n d(a_c γ) = A Σ_ij f_ij dε_ij,

or, at fixed n,

f_ij = (1/A) ∂(Aγ)/∂ε_ij.

Here ε is measured from the current state, and ε_xy and ε_yx count as independent in the derivative. If both are set equal to s, then dG/ds = 2A f_xy.

Q: You have named a derivative. Where is the relation between f and γ?

A: It follows once we know how the area changes. With A₀ the area before the small strain,

A = A₀[(1 + ε_xx)(1 + ε_yy) − ε_xy ε_yx] = A₀[1 + ε_xx + ε_yy + O(ε²)].

So at ε = 0, ∂A/∂ε_ij = A δ_ij: a stretch along x or y changes the area to first order, and a shear does not. Then

(1/A) ∂(Aγ)/∂ε_ij = (γ/A) ∂A/∂ε_ij + ∂γ/∂ε_ij,

and therefore

f_ij = γ δ_ij + ∂γ/∂ε_ij.

This is the Shuttleworth relation. The first term says that a larger area carries more energy even if each square nanometre costs the same. The second says that a stretched surface may cost more or less per area.

Q: Some people write the surface stress as a plain derivative, with no γ in front. Who is right?

A: Both, if they say which area they divide by. Per reference area the energy is γ_L = Aγ/A₀. Since A₀ is constant, f_ij = ∂γ_L/∂ε_ij at ε = 0, and the term γ δ_ij sits inside γ_L. An error arises if γ per current area is differentiated and the first term is then left out.

Q: Then my soap film must come out as a special case.

A: It does, as long as the film holds enough soap to keep its faces covered as before. In a liquid, molecules flow to the surface as it is extended, so a slow extension leaves its structure and a_c unchanged. Only n grows, and dG = γ a_c dn = γ dA. In terms of the relation, ∂γ/∂ε_ij = 0 and f_ij = γ δ_ij. A crystal stretched elastically keeps its surface atoms, so the second term survives. A crystal stable against cleavage has γ > 0, but nothing in the relation fixes the sign of f. If γ falls steeply enough under tension, f is negative and the surface pushes outward.

Q: Let me test the solid case. What does your model give?

A: Stretch the relaxed (001) slab equally along x and y by e = ±0.2 %:

γ(+0.2 %) = 0.789448 J/m²,

γ(−0.2 %) = 0.790367 J/m².

The fourfold symmetry of this face makes the x and y derivatives equal, so dγ/de = 2 ∂γ/∂ε_xx. Hence

∂γ/∂ε_xx = (0.789448 − 0.790367)/(2 × 0.004) = −0.115 N/m,

f = 0.790 − 0.115 = 0.675 N/m.

The surface is under tension, and here f is about 15 % smaller than γ.

Q: You obtained f from γ and its derivative, so of course the relation holds. Is there a way to f that never touches γ?

A: Yes, the forces in the bonds. Let z stand for all the atomic heights. For the relaxed slab,

dE_slab/dε_ij = ∂E_slab/∂ε_ij + Σ_k (∂E_slab/∂z_k)(dz_k/dε_ij).

Relaxation means ∂E_slab/∂z_k = 0, so the last sum vanishes. The heights do respond to strain, but this does not enter the first derivative. In-plane shifts of atoms inside the cell would drop out for the same reason; on the faces used here symmetry forbids them. At the equilibrium lattice constant e_b is also stationary, so

f_ij = (1/2A) ∂E_slab/∂ε_ij at fixed heights.

The right side is a sum over bond forces in one slab at one strain. It gives 0.6751 N/m, and the strain derivative of γ, taken from separately relaxed slabs, gives 0.7899 − 0.1148 = 0.6751 N/m.

Q: Why should the bonds pull at all? In the bulk they were at their best length.

A: At the best length for an atom with 12 neighbours. Lengthen one bond of an atom with Z neighbours, all at R₀, by dr. Its repulsion changes by −(P A_r/R₀) dr. Its ρ changes by −(2Qξ²/R₀) dr, and since √ρ = √Z ξ, the band term −√ρ changes by +Qξ dr/(R₀√Z). Together,

dE_i/dr = (1/R₀)(Qξ/√Z − P A_r).

For Z = 12 this is zero, which fixes P A_r = Qξ/√12. For a surface atom with Z = 8 it is

dE_i/dr = (Qξ/R₀)(1/√8 − 1/√12) > 0.

Lengthening costs energy, so the bonds of a surface atom would rather be shorter. With fewer neighbours, each one carries a larger share of the band energy.

A strain ε_xx lengthens a bond with x-component x by x² ε_xx/R₀. Of the surface atom's 8 bonds, the 4 in the plane and 2 of the 4 pointing down have x² = a²/4 = R₀²/2. The other 2 have x = 0. The sum of x² is 3R₀², and the unrelaxed surface stress is

f_unrelaxed = 3Qξ(1/√8 − 1/√12)/(a²/2) = 0.673 eV/0.08201 nm² = 1.32 N/m.

Q: That is twice your 0.675 N/m, yet relaxation changed γ by less than 3 %. How can one number hardly move and the other halve?

A: Let u be the displacement of a height from its relaxed value. The energy is stationary there, so it varies as

E(u) = E(0) + k u²/2,

which is second order in u. The surface stress contains ∂E/∂ε, and that varies as

∂E/∂ε (u) = ∂E/∂ε (0) + u ∂²E/∂ε∂z,

which is first order. In practice, heights good enough for γ may not be good enough for f.

Q: So I take any slab from a density-functional calculation, read off its in-plane stress, multiply by half the thickness, and have f?

A: Only if the atoms are relaxed and the two faces are equivalent, and then under two further conditions. The thickness must match the volume by which the stress was divided: if the program divides by the whole cell, vacuum included, use half the cell height. And the lattice constant must be the equilibrium one for the same settings. To see why, differentiate E_slab = N e_b + 2Aγ and divide by 2A:

(1/2A) ∂E_slab/∂ε_ij = f_ij + (N/2A) ∂e_b/∂ε_ij.

Let Ω be the volume per atom and t = NΩ/A the thickness. The bulk stress is σ_ij = (1/Ω) ∂e_b/∂ε_ij, so the last term is t σ_ij/2. If the in-plane lattice constant is wrong by a relative amount δ, then σ = Mδ to first order, where M is the biaxial modulus: the in-plane stress per equal strain along x and y, at zero normal stress. The false contribution to f is

Δf = M t δ/2.

The model has M = 80.3 GPa. For 16 layers, t = 16 × 0.2025 nm = 3.24 nm, and an error of 0.1 % gives 80.3 GPa × 3.24 nm × 0.001/2 = 0.130 N/m. The slab itself gives 0.129 N/m, which is 19 % of f. A thicker slab makes this worse, so the remedy is to subtract the in-plane stress of the bulk crystal, computed with the same settings, at the slab's in-plane lattice constant and zero normal stress.

Q: The (001) face is symmetric. With only one number for f, the tensor indices have had no work to do.

A: Then take (110), where the directions [001] and [1-10] are not equivalent. The model gives a single γ = 0.847 J/m² but two derivatives:

f along [001] = 0.847 − 0.534 = 0.313 N/m,

f along [1-10] = 0.847 + 0.018 = 0.865 N/m.

One face has one formation energy and two principal surface stresses, here differing by a factor of 2.8. Mirror symmetry makes the off-diagonal component zero in these axes. For a stretch at 30° from [001] the tensor predicts

f(30°) = 0.3127 cos²30° + 0.8649 sin²30° = 0.451 N/m.

Stretching the slab in that direction and using γ plus its derivative gives 0.4507 N/m.

Q: All this is for vanishing strain. Does anything survive at 2 %?

A: The relation holds at each strained state, provided f and the strain increment refer to that state. Let both sides of the cell be stretched by 1 + e. A further de is an increment

(1 + e + de)/(1 + e) − 1 = de/(1 + e)

relative to the current state. Hence

d(Aγ)/de = A (f_xx + f_yy)/(1 + e).

Integrating the right side for (001) from 0 to 2 %, with the bulk stress subtracted at each strain, gives 13.48 meV per surface cell. The direct change of Aγ is also 13.48 meV.

The size can be understood by hand. With A = A₀(1 + e)² and f(e) = f + f′e, the integral to second order is

2A₀ ∫(1 + e)(f + f′e) de = 2A₀ f e [1 + (1 + f′/f) e/2].

The factor in front is 2 × 0.08201 nm² × 4.213 eV/nm² × 0.02 = 13.82 meV. The model's slope is f′ = −2.30 N/m, so the bracket is 1 + (1 − 3.41) × 0.01 = 0.976, and the product is 13.49 meV.

Q: I still suspect bookkeeping. Name something I could measure that responds to f and not to γ.

A: The in-plane size of a thin free film. Its faces pull inward and its interior resists. For an equal strain e along x and y the interior stress is Me in both directions, so the elastic energy per volume is (Me·e + Me·e)/2 = Me². The two faces add 2Aγ, which to first order is 2A₀(γ + 2fe), because both directions contribute. Thus

E(e) = constant + NΩMe² + 2A₀(γ + 2fe).

The γ without e is a constant and cannot move the minimum. Setting the derivative to zero,

2NΩMe + 4A₀f = 0,

and with t = NΩ/A₀,

e = −2f/(Mt).

For 25 layers, t = 5.06 nm, this predicts a contraction of 0.332 %. Relaxing the film directly gives 0.327 %. For 50 layers the values are 0.166 % and 0.165 %.

Q: Close, but not equal.

A: The formula is the leading term in 1/t. Terms of second order in e at the surface and third order in the interior were dropped, and both change e by a relative amount of order 1/t. So et = c₀ + c₁/t, and the combination

2(et)₅₀ − (et)₂₅ = c₀

removes the first correction. The two directly relaxed films then give f = −Mc₀/2 = 0.675 N/m. Had γ driven the contraction, the result would have been 0.790 N/m.

The interior of the 5 nm film carries a compressive stress of about 2f/t = 0.27 GPa with no external load. It is caused by the surface stress of the faces and falls as 1/t: at 50 nm the same formula gives a tenth of it.

Q: And if the film is deposited on a thick wafer?

A: Then the wafer holds the in-plane size nearly fixed, and the film cannot contract as above. Its free surface still pulls with f, in addition to the film's own stress times thickness. For a clean, flat face with the model's f, this equals an apparent film stress of f/t = 0.13 GPa at 5 nm. The interface with the wafer has a stress of its own, which this calculation does not contain. Whether the deposit wets the wafer or forms islands involves the cost of creating faces, so there γ enters.

Q: How much of this would you sign for real aluminium?

A: The relation, yes, within its assumptions. The numbers, only in size. Clean aluminium surfaces have energies of roughly 1 J/m², so the model's 0.79 J/m² is somewhat low. Its M of 80 GPa is also below the real value, roughly 100 GPa. The model's top layer moves inward by 4.6 %, whereas the real (001) face is reported to relax slightly outward. Since f is first order in the heights, the halving from 1.32 to 0.675 N/m belongs to the model and should not be carried over to the metal. Real aluminium in air breaks the assumption of a clean face: it grows an oxide a few nanometres thick. A 3 nm oxide adds 0.3 N/m for every 0.1 GPa of mean stress in it, about half the model's f, with either sign. For such a film f of the bare metal is not the force that counts.

Q: And temperature? You worked at absolute zero.

A: At finite temperature the same derivation holds with Helmholtz free energies in place of energies. Treating each atom as an oscillator among fixed neighbours, at 300 K, changes γ by −0.019 J/m² and f by −0.032 N/m, or 2 % and 5 % of their values. These are rough figures: the estimate leaves out the coupling between vibrating atoms, which in this model makes both changes larger and nearly doubles that of f. The same estimate expands the lattice by 0.76 %, zero-point motion included. With the slope f′ this shifts f by another −0.017 N/m. That last figure is only the first-order term, and it is as rough as the estimated expansion. Moreover, 0.405 nm is already close to the room-temperature lattice constant of aluminium, so adding the shift would count the expansion twice.

Q: So the weak point is elsewhere?

A: Yes. For the clean face, the range of the bonds matters more than temperature. Extend the sums to three neighbour shells, keep P and Q, and refit A_r and ξ to the same lattice constant and cohesive energy. Then γ rises from 0.790 to 0.845 J/m², by 7 %, but f rises from 0.675 to 0.954 N/m, by 41 %. The derivative ∂γ/∂ε_xx = f − γ changes from −0.115 to +0.109 N/m.

So the sign of f − γ depends on where the bonds are cut off, and these two fits do not settle whether f is larger or smaller than γ on aluminium (001). That needs an electronic-structure calculation, which also lets charge redistribute at the surface, something the model leaves out. The comparison does show that a model giving a fair formation energy need not give a fair surface stress. The first depends on the energy of the cut crystal, the second on how that energy changes with strain.

Q: Then I withdraw the soap film. When may I still use one number for both?

A: When the surface can restore its structure as fast as you extend it, or when you have shown that ∂γ/∂ε_ij is small beside γ for your face and direction. On the model's (110) face that holds along [1-10], where f and γ differ by 2 % of γ, and fails along [001], where they differ by 63 % of γ. The remaining values are in the numerical output.

Numbers as computed

```
lattice constant: 0.405 nm
cohesive energy: 3.4 eV/atom
repulsion decay P: 8.6 (no unit)
hopping decay Q: 2.5 (no unit)
repulsion strength A: 0.1161 eV
hopping strength xi: 1.3837 eV
(001) area per surface atom: 0.08201 nm^2
bulk modulus: 78.4 GPa
biaxial modulus M (001): 80.3 GPa
layers in (001) slab: 16
(001) unrelaxed gamma: 0.8110 J/m^2
(001) unrelaxed f: 1.3154 N/m
(001) top gap change: -4.62 %
(001) gamma: 0.7899 J/m^2
(001) gamma, converted: 4.9303 eV/nm^2
(001) gamma at +0.2% biaxial: 0.789448 J/m^2
(001) gamma at -0.2% biaxial: 0.790367 J/m^2
two-point dgamma/deps_xx: -0.1148 N/m
(001) dgamma/deps_xx: -0.1148 N/m
(001) f from bond forces: 0.6751 N/m
(001) f, converted: 4.2134 eV/nm^2
(110) gamma: 0.8471 J/m^2
(110) dgamma/deps along [001]: -0.5344 N/m
(110) dgamma/deps along [1-10]: 0.0178 N/m
(110) f along [001]: 0.3127 N/m
(110) f along [1-10]: 0.8649 N/m
(110) f at 30 deg from [001]: 0.4507 N/m
rigid cleavage work, no strain: 1.6220 J/m^2
rigid cleavage work, 1% biaxial: 1.6187 J/m^2
peak rigid cleavage traction: 10.57 GPa
2% path: integrated stress work: 13.4841 meV/cell
2% path: change of A*gamma: 13.4841 meV/cell
film thickness: 5.062 nm
  direct in-plane strain: -0.3272 %
  strain from -2f/(M t): -0.3319 %
film thickness: 10.125 nm
  direct in-plane strain: -0.1648 %
  strain from -2f/(M t): -0.1660 %
f extrapolated from films: 0.6750 N/m
false f, 0.1% lattice error: 0.1291 N/m
atomic mass: 27.0 u
temperature: 300 K
vibrational part of gamma: -0.0194 J/m^2
vibrational part of f: -0.0320 N/m
thermal + zero-point strain: 0.758 %
df/de, biaxial: -2.30 N/m
rough f shift by expansion: -0.0175 N/m
three-shell gamma (001): 0.8448 J/m^2
three-shell f (001): 0.9539 N/m
```
